# Coulomb and spin–orbit energies of two electrons in a p shell

## Definitions and conventions

An atom has closed shells and two electrons in an open $np$ shell. Both electrons have the same scalar-relativistic radial function $R(r)$, whatever their $j$. Within this configuration

$$H=\frac{e^2}{4\pi\varepsilon_0 r_{12}}+\zeta\,\hat W,\qquad \hat W=\mathbf l_1\cdot\mathbf s_1+\mathbf l_2\cdot\mathbf s_2 ,$$

apart from terms common to all states. Angular momenta are in units of $\hbar$, energies in cm$^{-1}$, and $\zeta>0$. The Slater integrals are

$$F^{(k)}=\frac{e^2}{4\pi\varepsilon_0}\iint R^2(r_1)R^2(r_2)\frac{r_<^k}{r_>^{k+1}}\,r_1^2r_2^2\,dr_1dr_2 ,$$

with $F_2=F^{(2)}/25>0$ and $x=\zeta/F_2$. The orbitals have Condon–Shortley phases, $Y_{1,\pm1}=\mp\sqrt{3/8\pi}\,\sin\theta\,e^{\pm i\varphi}$ and $Y_{10}=\sqrt{3/4\pi}\cos\theta$, so that every non-zero matrix element of $l_\pm$ is $\sqrt2$. The symbol $m^\pm$ is the spin-orbital with $m_l=m$, $m_s=\pm\frac12$, and $|ab|=-|ba|$ is a normalized determinant.

## Question

(a) Find the terms of $p^2$ and their Coulomb energies.

(b) Find the matrices of $H$ for $J=0,1,2$ in the LS basis.

(c) Diagonalize them, examine $x\ll1$ and $x\gg1$, and find the order of the levels.

(d) Find where the lower $J=0$ and $J=2$ states pass from mainly LS to mainly $jj$ character.

(e) Obtain $F_2$ and $\zeta$ in closed form from the levels with $J=1$ and $2$, and set up a fit to all four intervals.

(f) Apply (e) to the levels below, measured from the ground level. They are chosen inputs, rough two-figure sizes typical of the five atoms.

| atom | $J=1$ | $J=2$ | $J=2$ | $J=0$ |
|---|---|---|---|---|
| C | 16 | 43 | 10000 | 22000 |
| Si | 77 | 220 | 6300 | 15000 |
| Ge | 560 | 1400 | 7100 | 16000 |
| Sn | 1700 | 3400 | 8600 | 17000 |
| Pb | 7800 | 11000 | 21000 | 29000 |

## Model answers

### (a) Terms and Coulomb energies

Six spin-orbitals give $6\cdot5/2=15$ determinants. The largest $M_L$ is 2, reached with $M_S=0$ by $|1^+1^-|$, which starts a $^1D$ term (5 states). The three determinants with $M_S=1$ have $M_L=1,0,-1$ and start a $^3P$ term (9 states). The one state left is $^1S$.

The expansion is $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(\cos\gamma)$, with $\gamma$ the angle between the electrons. A product of two $p$ functions is quadratic in the unit vector and so contains only harmonics of rank 0 and 2. Since $P_k(\cos\gamma)$ has rank $k$ in each electron's angles, only $k=0$ and $2$ survive. The $k=0$ term adds $F^{(0)}$ to every state and is dropped. For $k=2$, write $c_i=\cos\theta_i$, $s_i=\sin\theta_i$, $\Delta=\varphi_1-\varphi_2$, square $\cos\gamma=c_1c_2+s_1s_2\cos\Delta$, and use $\cos^2\Delta=\frac12(1+\cos2\Delta)$:

$$P_2(\cos\gamma)=P_2(c_1)P_2(c_2)+3s_1c_1s_2c_2\cos\Delta+\tfrac34 s_1^2s_2^2\cos2\Delta .$$

In a direct integral the densities $|Y_{1m}|^2$ do not depend on $\varphi$, so only the first term contributes. For $m=0$, $\langle c^2\rangle=\frac32\int_{-1}^1c^4dc=\frac35$ and $\langle P_2\rangle=\frac12(\frac95-1)=\frac25$. For $m=\pm1$, $\langle c^2\rangle=\frac34\int_{-1}^1(1-c^2)c^2dc=\frac34\cdot\frac4{15}=\frac15$ and $\langle P_2\rangle=-\frac15$. The products, multiplied by $F^{(2)}=25F_2$, are $F_2$ for the pairs $(1,1)$ and $(1,-1)$, $-2F_2$ for $(1,0)$, and $4F_2$ for $(0,0)$.

In the exchange integral of $m=1$ with $m=0$ the two densities are $-A\,s_1c_1e^{-i\varphi_1}$ and $-A\,s_2c_2e^{i\varphi_2}$, with $A=3/(4\pi\sqrt2)$. Only the part $\frac32 s_1c_1s_2c_2e^{i\Delta}$ of the second term survives the $\varphi$ integrals. Each electron gives $-A\cdot2\pi\cdot\frac4{15}=-\sqrt2/5$, so the angular factor is $\frac32\cdot\frac2{25}=\frac3{25}$ and the exchange integral is $3F_2$.

A determinant's energy is direct minus exchange, and exchange vanishes for opposite spins. The determinants $|1^+1^-|$ and $|1^+0^+|$ are alone in their $(M_L,M_S)$ and are therefore eigenstates: $E(^1D)=F_2$ and $E(^3P)=-2F_2-3F_2=-5F_2$. The block $M_L=M_S=0$ holds $|1^+{-1}^-|$, $|{-1}^+1^-|$, $|0^+0^-|$, with trace $(1+1+4)F_2$, and one state of each term. The trace is independent of basis, so $E(^1S)=6F_2-F_2+5F_2=10F_2$.

### (b) Spin-orbit matrices

$H$ commutes with $\mathbf J=\mathbf L+\mathbf S$, so it connects only levels of equal $J$, with elements independent of $M_J$. The levels $^3P_{0,1,2}$, $^1D_2$, $^1S_0$ give two $2\times2$ blocks and one number. With $h=\mathbf l\cdot\mathbf s=l_zs_z+\frac12(l_+s_-+l_-s_+)$:

$$h\,1^+=\tfrac12 1^+,\qquad h\,1^-=-\tfrac12 1^-+\tfrac1{\sqrt2}0^+,\qquad h\,0^+=\tfrac1{\sqrt2}1^-,$$
$$h\,{-1}^-=\tfrac12\,{-1}^-,\qquad h\,{-1}^+=-\tfrac12\,{-1}^++\tfrac1{\sqrt2}0^-,\qquad h\,0^-=\tfrac1{\sqrt2}\,{-1}^+ ,$$

and $\hat W|ab|=|(ha)\,b|+|a\,(hb)|$.

For $M_J=2$ the only states are $^3P_2=|1^+0^+|$ and $^1D_2=|1^+1^-|$. Then $\hat W|1^+0^+|=\frac12|1^+0^+|+\frac1{\sqrt2}|1^+1^-|$ and $\hat W|1^+1^-|=(\frac12-\frac12)|1^+1^-|+\frac1{\sqrt2}|1^+0^+|$. The diagonal elements are $\frac12$ and $0$, the coupling is $1/\sqrt2$.

For $M_J=1$ the determinants $|1^+0^-|$, $|1^+{-1}^+|$, $|1^-0^+|$ have diagonal elements $\frac12,0,-\frac12$ and trace 0. The $J=2$ block supplies $\frac12$, so $\langle\hat W\rangle=-\frac12$ for $^3P_1$.

For $J=0$, the orbital state $|1,-1\rangle-|0,0\rangle+|{-1},1\rangle$ has $M_L=0$ and is annihilated by $L_+$, since $\sqrt2(|1,0\rangle-|1,0\rangle-|0,1\rangle+|0,1\rangle)=0$. Multiplying by the spin singlet and collecting determinants gives

$$^1S_0=\big(|1^+{-1}^-|+|{-1}^+1^-|-|0^+0^-|\big)/\sqrt3 .$$

The three actions are

$$\hat W|1^+{-1}^-|=|1^+{-1}^-|,$$
$$\hat W|{-1}^+1^-|=-|{-1}^+1^-|+\tfrac1{\sqrt2}|0^-1^-|+\tfrac1{\sqrt2}|{-1}^+0^+|,$$
$$\hat W|0^+0^-|=\tfrac1{\sqrt2}|1^-0^-|+\tfrac1{\sqrt2}|0^+{-1}^+| .$$

The last line enters with a minus sign, and reordering its determinants restores a plus, so the terms add:

$$\hat W\,{}^1S_0=\big(|1^+{-1}^-|-|{-1}^+1^-|+\sqrt2|0^-1^-|+\sqrt2|{-1}^+0^+|\big)/\sqrt3 .$$

This vector has $J=0$, overlap $(1-1)/3=0$ with $^1S_0$, and squared norm $(1+1+2+2)/3=2$. It is therefore $\sqrt2$ times $^3P_0$ up to a phase, which is fixed by defining $\hat W\,{}^1S_0=-\sqrt2\;{}^3P_0$. The five $M_J=0$ determinants $|1^+{-1}^-|$, $|{-1}^+1^-|$, $|0^+0^-|$, $|0^-1^-|$, $|{-1}^+0^+|$ have trace $1-1+0-\frac12-\frac12=-1$. The levels with $J=2$ and $J=1$ supply $\frac12-\frac12=0$ and $^1S_0$ supplies 0, so $^3P_0$ has $-1$. With the triplet first in each basis,

$$H_0=\begin{pmatrix}-5F_2-\zeta&-\sqrt2\,\zeta\\-\sqrt2\,\zeta&10F_2\end{pmatrix},\qquad H_2=\begin{pmatrix}-5F_2+\zeta/2&\zeta/\sqrt2\\ \zeta/\sqrt2&F_2\end{pmatrix},$$

and $E_1=-5F_2-\zeta/2$ exactly. The off-diagonal signs depend on the phases chosen and do not affect energies or weights.

### (c) Eigenvalues, limits and order

A matrix with diagonal $p,r$ and coupling $q$ has eigenvalues $\frac12(p+r)\pm\frac12\sqrt{(r-p)^2+4q^2}$. Hence

$$E_{0\pm}=\tfrac12(5F_2-\zeta)\pm\tfrac12\sqrt{(15F_2+\zeta)^2+8\zeta^2},$$
$$E_{2\pm}=\tfrac12(-4F_2+\tfrac\zeta2)\pm\tfrac12\sqrt{(6F_2-\tfrac\zeta2)^2+2\zeta^2}.$$

Write the lower states as $\cos\theta_0\,{}^3P_0+\sin\theta_0\,{}^1S_0$ and $\cos\theta_2\,{}^3P_2-\sin\theta_2\,{}^1D_2$. In both the mean energy is $\frac12(p+r)-\frac12(r-p)\cos2\theta-|q|\sin2\theta$, which is least when $(\cos2\theta,\sin2\theta)$ points along $(r-p,\,2|q|)$:

$$\tan2\theta_0=\frac{2\sqrt2\,x}{15+x},\qquad \tan2\theta_2=\frac{\sqrt2\,x}{6-x/2},\qquad 0<2\theta<180^\circ .$$

For $x>12$ the second denominator is negative and $2\theta_2$ exceeds $90^\circ$; the principal arctangent then gives the wrong state.

**LS limit.** For $|q|\ll r-p$ the root is $(r-p)+2q^2/(r-p)$, so the lower eigenvalue is $p-q^2/(r-p)$ and the upper $r+q^2/(r-p)$. To second order in $\zeta$, $E_{0-}\approx-5F_2-\zeta-2\zeta^2/(15F_2)$ and $E_{2-}\approx-5F_2+\zeta/2-\zeta^2/(12F_2)$. Subtracting,

$$E_1-E_{0-}\approx\frac\zeta2+\frac{2\zeta^2}{15F_2},\qquad E_{2-}-E_1\approx\zeta-\frac{\zeta^2}{12F_2}.$$

The ratio $\rho=(E_{2-}-E_1)/(E_1-E_{0-})$ is $2(1-\frac{x}{12}-\frac{4x}{15})=2-\frac7{10}x$ to first order, the Landé interval rule at $x=0$. The term ratio $(^1S-{}^1D)/(^1D-{}^3P)$ is $9/6=3/2$.

**jj limit.** One electron has $h=\frac12[j(j+1)-2-\frac34]$, which is $-1$ for $j=\frac12$ and $\frac12$ for $j=\frac32$. The pairs $(\frac12,\frac12)$, $(\frac12,\frac32)$, $(\frac32,\frac32)$ have $\hat W=-2,-\frac12,1$. Setting $F_2=0$ above gives $E_{0-}=-2\zeta$, $E_{0+}=\zeta$, $E_1=-\zeta/2$, $E_{2-}=-\zeta/2$, $E_{2+}=\zeta$, in agreement. For $J=0$ and eigenvalue $-2$, the first row gives $u-\sqrt2v=0$, so the vector is $(\sqrt{2/3},\sqrt{1/3})$ and its partner $(-\sqrt{1/3},\sqrt{2/3})$. For $J=2$ and eigenvalue $-\frac12$, $u+v/\sqrt2=0$ gives $(\sqrt{1/3},-\sqrt{2/3})$ and partner $(\sqrt{2/3},\sqrt{1/3})$. Thus $\tan\theta_0^\infty=1/\sqrt2$ and $\tan\theta_2^\infty=\sqrt2$, or $35.26^\circ$ and $54.74^\circ$.

The Coulomb matrix in these vectors, in units of $F_2$, has for $J=0$ the diagonal $-\frac{10}3+\frac{10}3=0$ and $-\frac53+\frac{20}3=5$ and coupling $\frac{\sqrt2}3(5+10)=5\sqrt2$. For $J=2$ it has $-\frac53+\frac23=-1$ and $-\frac{10}3+\frac13=-3$ and coupling $\frac{\sqrt2}3(-5-1)=-2\sqrt2$. The spin-orbit gaps are $3\zeta$ and $3\zeta/2$, so

$$E_{0-}\approx-2\zeta-\frac{50F_2^2}{3\zeta},\qquad E_{0+}\approx\zeta+5F_2+\frac{50F_2^2}{3\zeta},$$
$$E_{2-}\approx-\frac\zeta2-F_2-\frac{16F_2^2}{3\zeta},\qquad E_{2+}\approx\zeta-3F_2+\frac{16F_2^2}{3\zeta}.$$

The levels group as $1+2+2$, and $\rho\to4F_2/(3\zeta/2)\to0$.

**Order.** Subtract $E_1$ from the diagonals. $H_0-E_1$ has diagonal $-\zeta/2$ and $15F_2+\zeta/2$ and determinant $-\frac{15}2F_2\zeta-\frac14\zeta^2-2\zeta^2<0$, so $E_{0-}<E_1<E_{0+}$. $H_2-E_1$ has diagonal $\zeta$ and $6F_2+\zeta/2$, determinant $6F_2\zeta+\frac12\zeta^2-\frac12\zeta^2=6F_2\zeta>0$ and positive trace, so both $J=2$ levels lie above $E_1$. The largest eigenvalue is at least any mean value, so $E_{0+}\ge\zeta+5F_2$ from the $(\frac32,\frac32)$ vector. It is at most the sum of the largest eigenvalues of the parts, so $E_{2+}\le\zeta+F_2$. The order $J=0,1,2,2,0$ holds for every $x$, and the order alone says nothing about the coupling.

### (d) The crossover

The LS weight of a lower state is $\cos^2\theta$ and its $jj$ weight is $\cos^2(\theta^\infty-\theta)$. Both angles rise steadily from 0 to $\theta^\infty$, because $\cot2\theta_0=(15/x+1)/2\sqrt2$ and $\cot2\theta_2=(6/x-\frac12)/\sqrt2$ fall with $x$. The weights are equal when $2\theta=\theta^\infty$. For $J=0$, $2\sqrt2x/(15+x)=1/\sqrt2$ gives $4x=15+x$, so $x=5$. For $J=2$, $\sqrt2x/(6-x/2)=\sqrt2$ gives $x=4$. The common weights there are 0.908 and 0.789.

The two weights do not add to one, since the LS state and the $jj$ state being compared are not orthogonal. A pure $^3P_0$ state already has $jj$ weight $\frac23$, so a $jj$ weight above one half is no sign of $jj$ coupling. Conversely the ground level keeps a triplet weight of $\frac23$ at $x=\infty$, and the lower $J=2$ level is mostly $^3P$ until $x=12$.

### (e) Inversion and fit

Let $a=E_{2-}-E_1$ and $b=E_{2+}-E_1$. They are the eigenvalues of $H_2-E_1$, so $a+b=6F_2+\frac32\zeta$ and $ab=6F_2\zeta$. The numbers $6F_2$ and $\frac32\zeta$ have sum $a+b$ and product $9F_2\zeta=\frac32ab$, and are therefore the roots

$$t_\pm=\tfrac12\Big[(a+b)\pm\sqrt{(a+b)^2-6ab}\Big].$$

Either root may be $6F_2$. Exchanging them gives $\zeta'=4F_2$ and $F_2'=\zeta/4$, so $x'=16/x$. The two assignments merge at $x=4$, and the unused interval $E_1-E_{0-}$ chooses between them.

Two parameters cannot in general reproduce four intervals $E_i$, so a fit to all of them leaves residuals. The model intervals are $F_2e_i(x)$, because $H/F_2$ depends on $x$ alone. Minimize $\chi^2=\sum_i(F_2r_i-1)^2$ with $r_i=e_i(x)/E_i$. Relative residuals roughly suit inputs given to a fixed number of figures (half a unit in the second figure is 0.6% of 8600 but 5% of 10000); absolute ones would let an error of 1000 in a carbon singlet swamp a fine structure of 16. Setting $\partial\chi^2/\partial F_2=2\sum_i r_i(F_2r_i-1)=0$ gives $F_2=\sum r_i/\sum r_i^2$, and a search in $x$ remains.

### (f) Carbon to lead

**Inversion for lead.** Here $a=11000-7800=3200$, $b=21000-7800=13200$ and $a+b=16400$. The discriminant is $2.6896\times10^8-2.5344\times10^8=1.552\times10^7$, and the roots are 10169.8 and 6230.2. With $6F_2=10169.8$ the predicted $E_1-E_{0-}$ is 3201; with $6F_2=6230.2$ it is 6939. The input is 7800, so the second holds: $F_2=6230.2/6=1038$, $\zeta=10169.8/1.5=6780$, $x=6.53$. The rejected branch has $x'=16/6.53=2.45$, a tin-like atom. For the other four atoms $6F_2$ is the larger root, and the inversion gives $x=0.0163$, $0.141$, $0.913$, $2.56$.

**Fit.** The range of $x$ comes from moving each input up or down by half a unit in its second figure. It shows that rounding alone moves the fitted $x$ by about 5%, with the error of the model itself not counted; the further digits of $F_2$, $\zeta$ and the weights below are carried so that the arithmetic can be followed, and are not significant.

| atom | $F_2$ | $\zeta$ | $x$ | range of $x$ | residuals (%) |
|---|---|---|---|---|---|
| C | 1550 | 30.1 | 0.0194 | 0.0184–0.0205 | −5.5, +5.0, −6.7, +5.8 |
| Si | 1006 | 147.2 | 0.146 | 0.141–0.152 | −0.8, +0.8, −1.8, +1.6 |
| Ge | 996 | 912.6 | 0.916 | 0.879–0.954 | +0.1, −0.1, −0.4, +0.4 |
| Sn | 898 | 2202.6 | 2.45 | 2.33–2.59 | −0.1, −0.2, +1.1, −0.8 |
| Pb | 896 | 7253.5 | 8.09 | 7.72–8.47 | +0.6, −2.0, +0.9, +0.5 |

For lead the inversion value 6.53 lies well outside the fitted range, and it misses the first interval (6939 against 7800). The cause is conditioning. The discriminant is a small difference of large numbers, and $a$ inherits a rounding uncertainty of 500 from the level at 11000. With $a=3700$ one finds $16900^2-6\cdot3700\cdot13200<0$ and no real root. In the other direction, the fitted levels below, each within the rounding of its input, have $a=2926$ and $b=13332$, for which the formula returns $x=8.09$. The closed formula is unreliable when the roots are close and the inputs rough, and the fit is to be preferred.

**Lead at the fitted parameters.** $H_0$ has diagonal $-11735$ and $8963$ and coupling $-10258$. The mean is $-1386$, the half-difference $10349$, and $\sqrt{10349^2+10258^2}=14571$, so $E_{0-}=-15957$ and $E_{0+}=13185$. Next $E_1=-8963/2-7253.5/2=-8108$. $H_2$ has diagonal $-855$ and $896$ and coupling $5129$; the mean is $20.5$, the half-difference $875.5$, the root $5203$, so $E_{2-}=-5182$ and $E_{2+}=5224$ within rounding. Measured from $E_{0-}$ the levels are 7849, 10775, 21181 and 29143. The angles follow from $\tan2\theta_0=10258/10349$ and $\tan2\theta_2=5129/875.5$: $\theta_0=22.37^\circ$, $\theta_2=40.16^\circ$. The $jj$ weights are $\cos^2(35.26^\circ-22.37^\circ)=0.950$ and $\cos^2(54.74^\circ-40.16^\circ)=0.937$.

Weights are in per cent, for the lower state of each $J$.

| atom | $^3P_0$ | $(\frac12,\frac12)_0$ | $^3P_2$ | $(\frac12,\frac32)_2$ | $\rho$ input | $\rho$ fit |
|---|---|---|---|---|---|---|
| C | 100.00 | 66.8 | 100.00 | 33.5 | 1.69 | 1.99 |
| Si | 99.98 | 67.9 | 99.97 | 35.0 | 1.86 | 1.90 |
| Ge | 99.35 | 74.0 | 98.69 | 44.5 | 1.50 | 1.50 |
| Sn | 96.46 | 82.9 | 90.45 | 64.2 | 1.00 | 1.00 |
| Pb | 85.51 | 95.0 | 58.41 | 93.7 | 0.41 | 0.37 |

$F_2$ falls by less than a factor of two down the group while $\zeta$ grows by $7253.5/30.1\approx240$, so the transition is driven by $\zeta$. Energies leave the LS pattern before the states do: germanium has $\rho=1.50$ with a ground level 99.35% triplet. Tin, at $x=2.45<4$, is still on the LS side. Lead, at $x=8.09>5$, is on the $jj$ side but is not pure $jj$.

**Where the model fails.** Carbon is the purest LS case and the worst fit; each of its four residuals exceeds the rounding of the input. With the $^3P$ centre at $(3\cdot16+5\cdot43)/9=29.2$, its term ratio is $12000/(10000-29.2)=1.20$ instead of 1.50, and the inversion puts the top level at 24953 against 22000. One possible contribution, outside this single-configuration model and not tested here, is mixing of $2s^22p^2$ with $2p^4$, which would have to lower $^1S$ more than the other terms; nothing here shows that this mixing alone gives 1.20. Its $\rho$ of 1.69 is also below the model value $2-0.7\cdot0.0194=1.99$, which would be a false sign of intermediate coupling. The fitted levels 15.1 and 45.1 miss the inputs 16 and 43 by only 1 to 2 cm$^{-1}$, a small fraction of $\zeta$, so a weak omitted interaction that breaks the interval rule, such as spin-spin coupling, is a possible cause; its size is not computed here. The fit shows these two discrepancies but cannot prove their causes. For silicon, with the $^3P$ centre at 147.9, the term ratio 1.41 reaches 1.50 only near the edge of the rounding: moving 15000 to 15500 gives $9200/6152=1.495$, and moving 6300 to 6250 as well gives $9250/6102=1.52$. In lead the $p_{1/2}$ radial function is more compact than the $p_{3/2}$ one, so single values of $F_2$ and $\zeta$ are effective parameters, and small residuals do not make them exact radial integrals.

### The numerical check

The numerical check builds the full $15\times15$ Hamiltonian without the formulas above: the Coulomb part by angular quadrature of $P_k(\cos\gamma)$, the spin-orbit part from ladder matrices. Against it, it tests the integrals of (a), the states and matrices of (b), the eigenvalues, $J$ labels, degeneracies and weights for $x$ from $10^{-2}$ to $10^2$, and the crossovers at 4, 5 and 12. The LS and $jj$ series are confirmed by their errors falling eightfold when the small parameter is halved. Inversion and fit recover known parameters from synthetic levels, and each fit is repeated by a general least-squares routine on the numerical eigenvalues.

## Computed results

```
units: cm^-1 unless marked; levels above ground in order J = 1, 2, 2, 0
direct (1,1),(1,-1),(1,0),(0,0), exchange (1,0) [F2]: 1 1 -2 4 3
terms [F2]: 3P -5, 1D 1, 1S 10
spin-orbit eigenvalues [zeta]: -2.0 -0.5 -0.5 1.0 1.0
jj limit angles: theta0 35.26 deg, theta2 54.74 deg
LS=jj weight at x: J=0 5.000, J=2 4.000; 50% 3P2 at x = 12.000
weight at crossover: J=0 0.908, J=2 0.789
C rough input: 16 43 10000 22000
  a 27 b 9984 roots 9970.4 40.6; E1-E0 if 6F2=big 13.6, small 9936.8
  inversion: F2 1662 zeta 27.0 x 0.0163, predicted top J=0 24953
  fit: F2 1550 zeta 30.1 x 0.0194 (rounding range 0.0184 to 0.0205)
  fitted levels: 15.1 45.1 9333 23287
  residuals %: -5.5 +5.0 -6.7 +5.8
  J=0: theta 0.10 deg, 3P 100.00%, (1/2,1/2) 66.8%
  J=2: theta 0.13 deg, 3P 100.00%, (1/2,3/2) 33.5%
  (E2-E1)/(E1-E0): input 1.69, fit 1.99
Si rough input: 77 220 6300 15000
  a 143 b 6223 roots 6148.9 217.1; E1-E0 if 6F2=big 75.1, small 5973.3
  inversion: F2 1025 zeta 144.7 x 0.141, predicted top J=0 15522
  fit: F2 1006 zeta 147.2 x 0.146 (rounding range 0.141 to 0.152)
  fitted levels: 76.4 221.8 6189 15247
  residuals %: -0.8 +0.8 -1.8 +1.6
  J=0: theta 0.78 deg, 3P 99.98%, (1/2,1/2) 67.9%
  J=2: theta 1.00 deg, 3P 99.97%, (1/2,3/2) 35.0%
  (E2-E1)/(E1-E0): input 1.86, fit 1.90
Ge rough input: 560 1400 7100 16000
  a 840 b 6540 roots 6008.6 1371.4; E1-E0 if 6F2=big 561.4, small 5061.3
  inversion: F2 1001 zeta 914.3 x 0.913, predicted top J=0 16144
  fit: F2 996 zeta 912.6 x 0.916 (rounding range 0.879 to 0.954)
  fitted levels: 560.6 1398.8 7069 16065
  residuals %: +0.1 -0.1 -0.4 +0.4
  J=0: theta 4.62 deg, 3P 99.35%, (1/2,1/2) 74.0%
  J=2: theta 6.58 deg, 3P 98.69%, (1/2,3/2) 44.5%
  (E2-E1)/(E1-E0): input 1.50, fit 1.50
Sn rough input: 1700 3400 8600 17000
  a 1700 b 6900 roots 5246.0 3354.0; E1-E0 if 6F2=big 1743.8, small 3538.0
  inversion: F2 874 zeta 2236.0 x 2.56, predicted top J=0 16603
  fit: F2 898 zeta 2202.6 x 2.45 (rounding range 2.33 to 2.59)
  fitted levels: 1697.8 3394.2 8693 16865
  residuals %: -0.1 -0.2 +1.1 -0.8
  J=0: theta 10.84 deg, 3P 96.46%, (1/2,1/2) 82.9%
  J=2: theta 18.00 deg, 3P 90.45%, (1/2,3/2) 64.2%
  (E2-E1)/(E1-E0): input 1.00, fit 1.00
Pb rough input: 7800 11000 21000 29000
  a 3200 b 13200 roots 10169.8 6230.2; E1-E0 if 6F2=big 3200.6, small 6938.9
  inversion: F2 1038 zeta 6779.8 x 6.53, predicted top J=0 29453
  fit: F2 896 zeta 7253.5 x 8.09 (rounding range 7.72 to 8.47)
  fitted levels: 7849.3 10775.1 21181 29143
  residuals %: +0.6 -2.0 +0.9 +0.5
  J=0: theta 22.37 deg, 3P 85.51%, (1/2,1/2) 95.0%
  J=2: theta 40.16 deg, 3P 58.41%, (1/2,3/2) 93.7%
  (E2-E1)/(E1-E0): input 0.41, fit 0.37
C 3P centre 29.2; (1S-1D)/(1D-3P) input 1.20, LS model 1.50
Si 3P centre 147.9; (1S-1D)/(1D-3P) input 1.41, LS model 1.50
Pb J=0 matrix: -11735 -10258 8963
Pb J=2 matrix: -855 5129 896
Pb eigenvalues from F0: -15957 -8108 -5182 5224 13185
```
